**Cation mass and the Raman mode of cubic fluorite**

The program tests $\omega_R^2=(A+2B)/m$ for the zone-centre $T_{2g}$ mode, where $m$ is the oxygen mass and $A$ and $B$ are the summed cation–oxygen and oxygen–oxygen force constants. It diagonalizes a spring model with Hf and Zr masses and asserts that the Raman frequency is the same, while the polar modes follow their own mass-dependent formulas. A finite-difference Hessian of a separate energy, with screened pair terms reaching well beyond nearest neighbours and a many-body term, confirms the independence beyond simple springs. The program also asserts the $T_{2g}$ characters for all 48 cubic operations and the survival of the mode in a supercell with mixed Hf and Zr masses. The output gives 597.03 cm$^{-1}$ for both cations, while the transverse polar mode rises from 300.12 to 321.21 cm$^{-1}$. Further assertions cover the mixing formula when inversion is lost, the quadratic growth of the mass effect with wavevector, and the leading quantum difference in bond variance. For the chosen parameters, and without the macroscopic field, these three effects change the Raman frequency between Hf and Zr by less than 0.2 cm$^{-1}$ each, whereas a 10% rise of the cation–oxygen springs shifts it by 6.36 cm$^{-1}$.

## Numerical check

```python
"""
Result under test: in cubic fluorite MO2 the zone-centre T2g Raman mode has
omega_R^2 = (A + 2B)/m, independent of the cation mass M, because the cation
is at an inversion centre and feels no net force from the moving oxygens.
A: M-O coupling summed over the bonds of one oxygen to its cations (N/m)
B: O-O coupling summed over the bonds of one oxygen to the other sublattice
m: oxygen mass; M: cation mass; a: cubic lattice constant.
Polar (T1u) contrast: omega_T^2 = A (1/m + 2/M).
"""
import itertools
import numpy as np
from scipy.constants import atomic_mass, c, e, epsilon_0, hbar, k as k_B

# Inputs: atomic masses and round model parameters
HF, ZR, OX = 178.49 * atomic_mass, 91.22 * atomic_mass, 15.999 * atomic_mass
O16, O18 = 15.995 * atomic_mass, 17.999 * atomic_mass
MO_LONG, MO_TRANS = 50.0, 2.0       # N/m, along and across the bond
OO_LONG, OO_TRANS = 50.0, 8.0       # N/m
LATTICE = 0.51e-9                   # m
Z_CATION, EPS_INF = 5.5, 5.0
TEMPERATURE = 300.0                 # K
MORSE = 1.5e10                      # 1/m, Morse steepness of the M-O bond
WAVELENGTH, INDEX, FILM = 532e-9, 2.1, 10e-9
DELTA = 0.2                         # asymmetry of M-O springs

# Geometry in units of the lattice constant
prim = np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0]]) / 2
pos = np.array([[0, 0, 0], [1, 1, 1], [-1, -1, -1]]) / 4
one = np.eye(3)


def wavenumber(omega_squared):
    return np.sqrt(omega_squared) / (2 * np.pi * c * 100)


bonds = []
for i, j in itertools.product(range(3), repeat=2):
    for n in itertools.product(range(-2, 3), repeat=3):
        d = pos[j] + np.array(n) @ prim - pos[i]
        r = np.linalg.norm(d)
        if (i == 0) != (j == 0) and np.isclose(r, np.sqrt(3) / 4):
            long, trans = MO_LONG, MO_TRANS
        elif i > 0 and j > 0 and np.isclose(r, 0.5):
            long, trans = OO_LONG, OO_TRANS
        else:
            continue
        nn = np.outer(d, d) / r**2
        bonds.append((i, j, np.array(n), d, long * nn + trans * (one - nn)))
assert len(bonds) == 8 + 8 + 12     # eight-fold cation, four-fold oxygen


def dynamical(cation, oxygen=OX, qa=np.zeros(3), delta=0.0, mo_scale=1.0):
    """Mass-weighted 9x9 matrix from the bond list; qa = wavevector times a."""
    masses = [cation, oxygen, oxygen]
    D = np.zeros((9, 9), complex)
    for i, j, _, d, spring in bonds:
        s = spring
        if i == 0 or j == 0:
            s = spring * mo_scale * (1 + delta if 1 in (i, j) else 1 - delta)
        I, J = slice(3 * i, 3 * i + 3), slice(3 * j, 3 * j + 3)
        D[I, I] += s / masses[i]
        D[I, J] -= s * np.exp(1j * qa @ d) / np.sqrt(masses[i] * masses[j])
    return D


def by_cation_share(D):
    """Eigenvalues ordered by the cation's share of the eigenvector."""
    values, vectors = np.linalg.eigh(D)
    share = np.sum(abs(vectors[:3])**2, axis=0)
    order = np.argsort(share)
    return values[order], share[order], vectors[:, order]


# Zone-centre modes of the spring model against the closed formulas
A = 4 * (MO_LONG + 2 * MO_TRANS) / 3
B = 2 * OO_LONG + 4 * OO_TRANS
K_R = A + 2 * B
raman, polar, share_raman, ratio_polar = {}, {}, {}, {}
for name, M in (("Hf", HF), ("Zr", ZR)):
    w2, share, vec = by_cation_share(dynamical(M))
    assert np.allclose(w2[:3], K_R / OX, rtol=1e-10)
    assert np.allclose(w2[3:6], A * (1 / OX + 2 / M), rtol=1e-10)
    assert np.max(abs(w2[6:])) < 1e-10 * w2[0]
    assert np.max(share[:3]) < 1e-20
    raman[name], polar[name] = np.mean(w2[:3]), np.mean(w2[3:6])
    share_raman[name] = np.max(share[:3])
    u = vec[:, 3] / np.sqrt(np.repeat([M, OX, OX], 3))
    axis = np.argmax(abs(u[:3]))
    ratio_polar[name] = (u[axis] / u[3 + axis]).real
    assert np.isclose(ratio_polar[name], -2 * OX / M, rtol=1e-8)

# Symmetry label: compare the oxygen pattern with the tensors yz, zx, xy
tensors = []
for p, q in ((1, 2), (2, 0), (0, 1)):
    t = np.zeros((3, 3))
    t[p, q] = t[q, p] = 1
    tensors.append(t)
operations = 0
for perm in itertools.permutations(range(3)):
    for signs in itertools.product((1, -1), repeat=3):
        R = np.diag(signs) @ one[list(perm)]
        shift = (R @ pos[1] - pos[1]) @ np.linalg.inv(prim)
        keeps_sublattice = np.allclose(shift, np.round(shift))
        pattern_character = np.trace(R) * (1 if keeps_sublattice else -1)
        tensor_character = sum(np.sum(t * (R @ t @ R.T)) / 2 for t in tensors)
        assert np.isclose(pattern_character, tensor_character)
        operations += 1

# Generality: finite-difference Hessian of a long-ranged many-body energy
pairs = []
for i, j in itertools.product(range(3), repeat=2):
    for n in itertools.product(range(-4, 5), repeat=3):
        d = pos[j] + np.array(n) @ prim - pos[i]
        if 1e-6 < np.linalg.norm(d) < 1.9:
            pairs.append((i, j, *d))
pairs = np.array(pairs)
pi, pj, pd = pairs[:, 0].astype(int), pairs[:, 1].astype(int), pairs[:, 2:]
charge = np.array([2.0, -1.0, -1.0])
repulsion = np.array([[0, 40, 40], [40, 10, 10], [40, 10, 10]])[pi, pj]


def energy(x):
    u = x.reshape(3, 3)
    r = np.linalg.norm(pd + u[pj] - u[pi], axis=1)
    pair = charge[pi] * charge[pj] * np.exp(-2 * r) / r
    pair = pair + repulsion * np.exp(-r / 0.15)
    density = np.bincount(pi, weights=np.exp(-4 * r), minlength=3)
    return 0.5 * np.sum(pair) - 3 * np.sum(np.sqrt(density))


h, steps = 1e-3, np.eye(9) * 1e-3
H = np.zeros((9, 9))
for p in range(9):
    for q in range(p, 9):
        s, t = steps[p], steps[q]
        H[p, q] = H[q, p] = (energy(s + t) - energy(s - t)
                             - energy(t - s) + energy(-s - t)) / (4 * h * h)
general = {}
for name, M in (("Hf", HF), ("Zr", ZR)):
    root = np.sqrt(np.repeat([M, OX, OX], 3) / atomic_mass)
    general[name] = by_cation_share(H / np.outer(root, root))[0]
general_change = np.max(abs(general["Zr"][:3] / general["Hf"][:3] - 1))
assert general_change < 1e-6
general_polar = np.mean(general["Zr"][3:6]) / np.mean(general["Hf"][3:6])
expected = (1 / OX + 2 / ZR) / (1 / OX + 2 / HF)
# tolerance covers the finite-difference truncation error
assert abs(general_polar / expected - 1) < 5e-3

# Macroscopic field: add the polar long-range term along a general direction
volume = LATTICE**3 / 4
C = e**2 * Z_CATION**2 / (epsilon_0 * EPS_INF * volume)
direction = np.array([1.0, 2.0, 3.0]) / np.sqrt(14)
longitudinal = {}
for name, M in (("Hf", HF), ("Zr", ZR)):
    dipole = np.concatenate([z * direction / np.sqrt(mass) for z, mass in
                             ((1, M), (-0.5, OX), (-0.5, OX))])
    w2, _, _ = by_cation_share(dynamical(M) + C * np.outer(dipole, dipole))
    assert np.allclose(w2[:3], raman[name], rtol=1e-10)
    longitudinal[name] = np.max(w2[3:])
    assert np.isclose(longitudinal[name], (A + C / 2) * (1 / OX + 2 / M))

# Random Hf/Zr masses on a 2x2x2 supercell with unchanged force constants
cells = list(itertools.product(range(2), repeat=3))
index = {cell: number for number, cell in enumerate(cells)}
Phi = np.zeros((72, 72))
for cell in cells:
    for i, j, n, _, spring in bonds:
        other = tuple((np.array(cell) + n) % 2)
        p, q = 3 * (3 * index[cell] + i), 3 * (3 * index[other] + j)
        Phi[p:p+3, p:p+3] += spring
        Phi[p:p+3, q:q+3] -= spring
cations = np.random.default_rng(3).permutation([HF] * 4 + [ZR] * 4)
mass72 = np.repeat([x for M in cations for x in (M, OX, OX)], 3)
D72 = Phi / np.sqrt(np.outer(mass72, mass72))


def residual(displacement):
    v = np.tile(np.kron(displacement, [1, 0, 0]), 8) * np.sqrt(mass72)
    v = v / np.linalg.norm(v)
    image = D72 @ v
    return np.linalg.norm(image - (v @ image) * v) / np.linalg.norm(image)


alloy_raman = residual([0, 1, -1])
alloy_polar = residual([-2 * OX / np.mean(cations), 1, 1])
assert alloy_raman < 1e-12 and alloy_polar > 0.02
spectrum = np.linalg.eigvalsh(D72)
hits = spectrum[abs(spectrum / raman["Hf"] - 1) < 1e-10]
assert len(hits) >= 3

# Loss of inversion: mixing formula against diagonalization
mixed = {}
for name, M in (("Hf", HF), ("Zr", ZR)):
    top = np.linalg.eigvalsh(dynamical(M, delta=DELTA))[-3:]
    gap = raman[name] - polar[name]
    coupling2 = DELTA**2 * A * polar[name] / OX
    root = (raman[name] + polar[name] + np.sqrt(gap**2 + 4 * coupling2)) / 2
    assert np.allclose(top, root, rtol=1e-10)
    mixed[name] = wavenumber(np.mean(top))


# Finite wavevector: largest Hf-to-Zr change among the three Raman branches
def change_at(qa):
    high = [wavenumber(np.linalg.eigvalsh(dynamical(M, qa=qa * direction))[-3:])
            for M in (HF, ZR)]
    return np.max(abs(high[1] - high[0]))


growth = change_at(0.10) / change_at(0.05)
assert abs(growth - 4) < 0.2
q_light = 4 * np.pi * INDEX / WAVELENGTH
q_film = np.pi / FILM


# Thermal M-O bond fluctuation: full mode sum against the quantum expansion
def bond_variance(M):
    recip = 2 * np.pi * np.linalg.inv(prim).T
    n, total, count = pos[1] / np.linalg.norm(pos[1]), 0.0, 0
    for f in itertools.product((np.arange(6) + 0.5) / 6, repeat=3):
        qa = np.array(f) @ recip
        w2, v = np.linalg.eigh(dynamical(M, qa=qa))
        assert w2[0] > 0
        w = np.sqrt(w2)
        stretch = (n @ v[:3] / np.sqrt(M)
                   - np.exp(1j * qa @ pos[1]) * (n @ v[3:6]) / np.sqrt(OX))
        spread = hbar / (2 * w) / np.tanh(hbar * w / (2 * k_B * TEMPERATURE))
        total += np.sum(spread * abs(stretch)**2)
        count += 1
    return total / count


var_hf, var_zr = bond_variance(HF), bond_variance(ZR)
quantum = hbar**2 / (12 * k_B * TEMPERATURE) * (1 / ZR - 1 / HF)
# the next term of the high-temperature series is several per cent here
assert abs((var_zr - var_hf) / quantum - 1) < 0.12
stiffening = 3.5 * MORSE**2 * (var_zr - var_hf)
anharmonic = wavenumber(np.linalg.eigvalsh(
    dynamical(ZR, mo_scale=1 + stiffening))[-1]) - wavenumber(raman["Zr"])

# Other comparisons
stiffer = wavenumber(np.linalg.eigvalsh(dynamical(ZR, mo_scale=1.1))[-1])
iso16 = wavenumber(np.mean(by_cation_share(dynamical(HF, O16))[0][:3]))
iso18 = wavenumber(np.mean(by_cation_share(dynamical(HF, O18))[0][:3]))
assert np.isclose(iso18 / iso16, np.sqrt(O16 / O18))
w_hf, w_zr = wavenumber(raman["Hf"]), wavenumber(raman["Zr"])
t_hf, t_zr = wavenumber(polar["Hf"]), wavenumber(polar["Zr"])
l_hf, l_zr = (wavenumber(longitudinal[x]) for x in ("Hf", "Zr"))

print(f"Masses Hf, Zr, O: {HF/atomic_mass:.2f}, {ZR/atomic_mass:.2f}, "
      f"{OX/atomic_mass:.3f} u")
print(f"Mass ratio Zr/Hf: {ZR/HF:.4f}")
print(f"M-O springs along, across: {MO_LONG:.1f}, {MO_TRANS:.1f} N/m")
print(f"O-O springs along, across: {OO_LONG:.1f}, {OO_TRANS:.1f} N/m")
print(f"Lattice constant: {LATTICE*1e9:.2f} nm")
print(f"Cation Born charge, eps_inf: {Z_CATION:.1f}, {EPS_INF:.1f}")
print(f"A, B, K_R: {A:.2f}, {B:.2f}, {K_R:.2f} N/m")
print(f"Field constant C: {C:.1f} N/m")
print(f"T2g omega (Hf): {np.sqrt(raman['Hf']):.4e} rad/s")
print(f"T2g Raman Hf, Zr: {w_hf:.3f}, {w_zr:.3f} cm^-1")
print(f"T2g Raman energy: {hbar*np.sqrt(raman['Hf'])/e*1000:.2f} meV")
print(f"False cation-mass scaling for Zr: {w_hf*np.sqrt(HF/ZR):.1f} cm^-1")
print(f"Largest cation share in T2g: {max(share_raman.values()):.1e}")
print(f"Polar TO Hf, Zr: {t_hf:.2f}, {t_zr:.2f} cm^-1")
print(f"Polar TO ratio Zr/Hf: {t_zr/t_hf:.4f}")
print(f"Polar LO Hf, Zr: {l_hf:.2f}, {l_zr:.2f} cm^-1")
print(f"Polar u_M/u_O Hf, Zr: {ratio_polar['Hf']:.4f}, "
      f"{ratio_polar['Zr']:.4f}")
print(f"Oxygen-16, oxygen-18 T2g: {iso16:.2f}, {iso18:.2f} cm^-1")
print(f"Oxygen isotope shift: {iso18-iso16:.2f} cm^-1")
print(f"Cubic operations checked: {operations}")
print(f"General energy, T2g omega^2 relative change: {general_change:.1e}")
print(f"General energy, polar omega^2 ratio Zr/Hf: {general_polar:.4f}")
print(f"Reduced-mass prediction of that ratio: {expected:.4f}")
print(f"Mixed-mass crystal T2g: {wavenumber(np.mean(hits)):.3f} cm^-1")
print(f"Mixed-mass residual, T2g pattern: {alloy_raman:.1e}")
print(f"Mixed-mass residual, polar pattern: {alloy_polar:.3f}")
print(f"Shift if M-O springs rise 10%: {stiffer-w_zr:.2f} cm^-1")
print(f"Spring asymmetry delta: {DELTA:.2f}")
print(f"No inversion, Raman Hf, Zr: {mixed['Hf']:.3f}, "
      f"{mixed['Zr']:.3f} cm^-1")
print(f"No inversion, Hf-to-Zr change: {mixed['Zr']-mixed['Hf']:.3f} cm^-1")
print(f"Laser wavelength, index: {WAVELENGTH*1e9:.0f} nm, {INDEX:.1f}")
print(f"Backscattering q: {q_light*1e-9:.4f} nm^-1")
print(f"Hf-to-Zr change at that q: {change_at(q_light*LATTICE):.1e} cm^-1")
print(f"Film thickness, pi/thickness: {FILM*1e9:.0f} nm, "
      f"{q_film*1e-9:.4f} nm^-1")
print(f"Hf-to-Zr change at film q: {change_at(q_film*LATTICE):.1e} cm^-1")
print(f"Change when q doubles: factor {growth:.3f}")
print(f"Temperature: {TEMPERATURE:.0f} K")
print(f"M-O bond variance Hf, Zr: {var_hf*1e24:.2f}, {var_zr*1e24:.2f} pm^2")
print(f"Variance difference, mode sum: {(var_zr-var_hf)*1e24:.3f} pm^2")
print(f"Variance difference, leading term: {quantum*1e24:.3f} pm^2")
print(f"Morse steepness: {MORSE*1e-9:.1f} nm^-1")
print(f"Relative M-O stiffening, quartic term: {stiffening:.2e}")
print(f"Anharmonic Hf-to-Zr scale: {anharmonic:.3f} cm^-1")
print("ALL CHECKS PASSED")
```

It prints:

```
Masses Hf, Zr, O: 178.49, 91.22, 15.999 u
Mass ratio Zr/Hf: 0.5111
M-O springs along, across: 50.0, 2.0 N/m
O-O springs along, across: 50.0, 8.0 N/m
Lattice constant: 0.51 nm
Cation Born charge, eps_inf: 5.5, 5.0
A, B, K_R: 72.00, 132.00, 336.00 N/m
Field constant C: 528.9 N/m
T2g omega (Hf): 1.1246e+14 rad/s
T2g Raman Hf, Zr: 597.033, 597.033 cm^-1
T2g Raman energy: 74.02 meV
False cation-mass scaling for Zr: 835.1 cm^-1
Largest cation share in T2g: 2.6e-32
Polar TO Hf, Zr: 300.12, 321.21 cm^-1
Polar TO ratio Zr/Hf: 1.0703
Polar LO Hf, Zr: 648.78, 694.36 cm^-1
Polar u_M/u_O Hf, Zr: -0.1793, -0.3508
Oxygen-16, oxygen-18 T2g: 597.11, 562.89 cm^-1
Oxygen isotope shift: -34.22 cm^-1
Cubic operations checked: 48
General energy, T2g omega^2 relative change: 1.1e-15
General energy, polar omega^2 ratio Zr/Hf: 1.1454
Reduced-mass prediction of that ratio: 1.1454
Mixed-mass crystal T2g: 597.033 cm^-1
Mixed-mass residual, T2g pattern: 1.7e-16
Mixed-mass residual, polar pattern: 0.148
Shift if M-O springs rise 10%: 6.36 cm^-1
Spring asymmetry delta: 0.20
No inversion, Raman Hf, Zr: 597.894, 598.069 cm^-1
No inversion, Hf-to-Zr change: 0.175 cm^-1
Laser wavelength, index: 532 nm, 2.1
Backscattering q: 0.0496 nm^-1
Hf-to-Zr change at that q: 8.1e-05 cm^-1
Film thickness, pi/thickness: 10 nm, 0.3142 nm^-1
Hf-to-Zr change at film q: 3.2e-03 cm^-1
Change when q doubles: factor 3.999
Temperature: 300 K
M-O bond variance Hf, Zr: 53.73, 54.41 pm^2
Variance difference, mode sum: 0.686 pm^2
Variance difference, leading term: 0.722 pm^2
Morse steepness: 15.0 nm^-1
Relative M-O stiffening, quartic term: 5.40e-04
Anharmonic Hf-to-Zr scale: 0.035 cm^-1
ALL CHECKS PASSED
```
